\section*{Electron power terms from particle-in-cell moments and their closure}

\section{The result}

Let electrons of mass $m$ and charge $-e$ move along $x$ in a field $E$. Their density is $n$, their mean velocity $u$ and their current density $J_e=-enu$. The power they take from the field per unit volume is
\begin{equation}
J_eE=\underbrace{u\left[\partial_t(mnu)+\partial_x(mnu^2)\right]}_{P_{\rm in}}
+\underbrace{u\,\partial_xp}_{P_{\rm p}}
+\underbrace{u\,\Pi}_{P_{\rm c}} .
\label{eq:result}
\end{equation}
Here $p=mn\langle v^2\rangle-mnu^2$ is the pressure along $x$, and $\Pi$ is the momentum that the electrons lose to gas collisions per volume and time. A positive term means energy given to the electrons.

The right-hand side needs velocity moments and collision records, but no field. The left-hand side needs the current and the field from Poisson's equation. In a particle-in-cell simulation, their agreement at each position and phase of the drive therefore tests the force balance behind the powers. It does not test the velocity $u$, which multiplies both sides.

To derive \eqref{eq:result}, let $f(x,v,t)$ be the distribution of axial velocities, already integrated over the transverse ones. With no magnetic force,
\begin{equation}
\partial_tf+v\,\partial_xf-\frac{eE}{m}\,\partial_vf=C[f],
\end{equation}
where $C$ describes collisions. Multiply by $mv$ and integrate over $v$. The first two terms give $\partial_t(mnu)$ and $\partial_x\Phi$, with $\Phi=mn\langle v^2\rangle$. Since $f$ vanishes at large speed, the field term is integrated by parts:
\begin{equation}
-eE\int v\,\partial_vf\,dv=+eE\int f\,dv=enE .
\end{equation}
The collision integral is $-\Pi$ by definition. Hence
\begin{equation}
-enE=\partial_t(mnu)+\partial_x\Phi+\Pi .
\label{eq:force}
\end{equation}
Multiplication by $u$ turns the left side into $J_eE$. Writing $\Phi=mnu^2+p$ then gives \eqref{eq:result}.

The collisionless balance was tested on an exact solution for unit mass and force $-x$, with initial distribution $\exp[-(x-1)^2-v^2/3]$. At $x=0.7$, $t=0.4$, moments found by quadrature reproduced the power with a relative error of $1.7\times10^{-6}$.

\section{Two particles by hand}

Measure length in cells, time in steps and mass in particle masses. Nodes lie at the integers. A particle at $x$ contributes to node $g$ with the hat weight
\begin{equation}
S_g(x)=\max(0,\,1-|x-g|).
\end{equation}
One step consists of a kick by the field, a possible collision, and a drift.

Take particle A at $x=1.5$ with $v=0.2$, and particle B at $x=2.5$ with $v=-0.9$. Let the accelerations at nodes 1, 2 and 3 be $0$, $0.2$ and $0.2$. Linear interpolation gives A the kick $0.1$ and B the kick $0.2$, so their velocities become $0.3$ and $-0.7$. A collision then changes A's velocity from $0.3$ to $0.1$. Finally A drifts to $1.6$ and B to $1.8$.

Consider node 2. Both particles start with weight $0.5$; after the drift the weights are $0.6$ and $0.8$. The momentum at the node is
\begin{align}
G_{\rm start}&=0.5(0.2)+0.5(-0.9)=-0.35,\\
G_{\rm end}&=0.6(0.1)+0.8(-0.7)=-0.50,
\end{align}
so $\Delta G=-0.15$. The force collected at the node and the momentum lost in the collision are
\begin{align}
F&=0.5(0.1)+0.5(0.2)=0.15,\\
L&=0.5(0.3-0.1)=0.10 .
\end{align}

The momentum flux in a cell is the sum of velocity times signed path length there. In the left cell, A travels $0.1$ and B travels $-0.2$. In the right cell, B travels $-0.5$. Thus
\begin{align}
\Phi_{\rm left}&=0.1(0.1)+(-0.7)(-0.2)=0.15,\\
\Phi_{\rm right}&=(-0.7)(-0.5)=0.35 .
\end{align}
The balance closes:
\begin{equation}
\Delta G+\Phi_{\rm right}-\Phi_{\rm left}+L
=-0.15+0.20+0.10=0.15=F .
\end{equation}

To separate inertia from pressure we need a mean flow. Use velocities halfway through the kick, $0.25$ for A and $-0.8$ for B. The currents at nodes 1, 2 and 3 are then $0.125$, $-0.275$ and $-0.400$, and the counts are $0.5$, $1$ and $0.5$. Averaging neighbouring nodes gives a count of $0.75$ in both cells and currents of $-0.075$ and $-0.3375$. The flux carried by the mean flow is current squared over count:
\begin{equation}
D_{\rm left}=\frac{0.075^2}{0.75}=0.0075,\qquad
D_{\rm right}=\frac{0.3375^2}{0.75}=0.1519 .
\end{equation}
The inertial force is $-0.15+0.1444=-0.0056$. The pressure force is the rest of the flux difference, $0.20-0.1444=0.0556$. With $u=-0.275/1$ at node 2, the three powers are
\begin{equation}
0.0015-0.0153-0.0275=-0.0413=uF .
\end{equation}
The collisional power is negative here because the particle that collided was moving against the mean flow. For isotropic scattering at a constant collision frequency, averaging over many collisions makes it positive.

The product of nodal quantities is different. Count times nodal acceleration is $1(0.2)=0.20$, whereas the collected force was $0.15$. Particle A, half a cell from the node, has an acceleration of only $0.1$. The momentum ledger closes, but its agreement with the nodal $J_eE$ depends on how well the cells resolve the plasma.

\section{The general algorithm}

\subsection{Why the ledger closes}

For a drift from $x$ to $x'$, let $\ell_{g+1/2}$ be the signed path in the cell to the right of node $g$, and $\ell_{g-1/2}$ that in the cell to its left. The slope of $S_g$ is $-1$ on the right and $+1$ on the left, so
\begin{equation}
S_g(x')-S_g(x)=\ell_{g-1/2}-\ell_{g+1/2}.
\label{eq:path}
\end{equation}
Multiply by the drift velocity and sum over particles. With
\begin{equation}
\Phi_{g+1/2}=\sum v\,\ell_{g+1/2},
\end{equation}
the drift changes the nodal momentum by $-(\Phi_{g+1/2}-\Phi_{g-1/2})$. If a particle stays in one cell, its path equals $v$ in these units and it contributes the familiar $v^2$. If it crosses several cells, its path is cut at every boundary.

The kick adds $F_g=\sum S_g(x)a(x)$, where $a(x)$ is the interpolated acceleration. The collisions remove $L_g=\sum S_g(x)(v_{\rm before}-v_{\rm after})$. Adding the three changes gives
\begin{equation}
\Delta G_g+\Phi_{g+1/2}-\Phi_{g-1/2}+L_g=F_g .
\label{eq:ledger}
\end{equation}

Now sum over all steps in a phase bin and over all measured cycles. The intermediate values of $G_g$ cancel in pairs, leaving its value at the end of each bin minus that at the start. Neither periodicity nor a large number of particles is needed. An absorbed particle's path stops at the wall, where the hats of interior nodes vanish, so \eqref{eq:ledger} still holds at those nodes. Wall nodes are left out of the power maps.

\subsection{From the ledger to the powers}

Within each phase bin, accumulate the count $N_g=\sum S_g$ and the current centred on the kick,
\begin{equation}
K_g=\sum S_g(x)\left[v+\tfrac12a(x)\right],
\end{equation}
where $v$ is the velocity before the kick. Set $u_g=K_g/N_g$. At a node that received no particles, current and power are zero and $u_g$ may be set to zero.

For each cell, average $N$ and $K$ over its two nodes. A wall node owns half a cell, so its sums are first doubled. Then form
\begin{equation}
D_{g+1/2}=\frac{K_{g+1/2}^2}{N_{g+1/2}},\qquad
p_{g+1/2}=\Phi_{g+1/2}-D_{g+1/2}.
\end{equation}
The three powers, in simulation units, are
\begin{align}
P_{{\rm in},g}&=u_g(\Delta G_g+D_{g+1/2}-D_{g-1/2}),\\
P_{{\rm p},g}&=u_g(p_{g+1/2}-p_{g-1/2}),\\
P_{{\rm c},g}&=u_gL_g .
\end{align}
Their sum is $u_gF_g$. The side that uses the Poisson field is $K_g\bar a_g=u_gN_g\bar a_g$, where $\bar a_g$ is the phase-averaged nodal acceleration $-eE_g/m$ in the same units.

For physical units, let each particle stand for $w$ electrons per electrode area, and let $h$ be the cell width, $\Delta t$ the step and $N_s$ the number of steps summed in a bin. The density per particle is $w/h$, the velocity unit $h/\Delta t$ and the rate unit $1/\Delta t$. A summed force is therefore multiplied by $m(w/h)(h/\Delta t)/(\Delta t\,N_s)$. The factor $u$ brings another $h/\Delta t$, so both sides acquire
\begin{equation}
\frac{mwh}{N_s\Delta t^3}.
\end{equation}

The closure does not test how $\Phi$ is divided between inertia and pressure, since $D$ cancels in the sum. That division depends on the averaging: velocity changes inside a bin are counted as pressure. It also depends on timing within a step, because $\Phi$ uses the drift velocities and $D$ uses velocities halfway through the kick. Finally, $u_g$ and the terms it multiplies come from the same particles, so their shared sampling noise can shift average power between the inertial and pressure terms.

\subsection{The finite-cell error}

Let $s$ be the distance from node $g$ in cell units, and let density and acceleration vary smoothly. On the right, interpolation gives $a-a_g=s(a_{g+1}-a_g)$. With $n\simeq n_g+sn'$, the right cell contributes to $F_g-N_ga_g$
\begin{align}
&(a_{g+1}-a_g)\int_0^1(1-s)s(n_g+sn')\,ds\nonumber\\
&\quad=(a_{g+1}-a_g)\left(\frac{n_g}{6}+\frac{n'}{12}\right)
=\frac{n_{g+1/2}}{6}(a_{g+1}-a_g),
\end{align}
because $n_{g+1/2}=n_g+n'/2$. On the left, $a-a_g=-s(a_g-a_{g-1})$ and $n=n_g-sn'$. Together,
\begin{align}
F_g-N_ga_g&\simeq\frac16\left[n_{g+1/2}(a_{g+1}-a_g)
-n_{g-1/2}(a_g-a_{g-1})\right]\nonumber\\
&\simeq\frac{h^2}{6}\,\partial_x(n\,\partial_xa),
\label{eq:gap}
\end{align}
where the last form restores the cell width. The error falls as $h^2$ for smooth profiles and is largest where $n\,\partial_xa$ changes rapidly. A second error comes from phase averaging, since the average of $nE$ differs from $\bar n\bar E$ when both vary within a bin.

\section{Limits that show what the terms mean}

In a uniform plasma with $u=U\cos\omega t$ and constant $n$, the pressure term vanishes. The inertial power is $mnu\,\partial_tu=-\tfrac12mn\omega U^2\sin2\omega t$, which averages to zero. If scattering is isotropic with constant frequency $\nu$, each collision removes the whole drift on average. Then $\Pi=m\nu nu$, and the mean collisional power is $\tfrac12m\nu nU^2$. The field maintains the drift, and collisions turn its energy into random motion.

For a non-uniform plasma without particle sources, $\partial_tn+\partial_x(nu)=0$. Expanding the inertial bracket and using this equation gives
\begin{align}
P_{\rm in}&=mnu(\partial_tu+u\,\partial_xu)
=n(\partial_t+u\,\partial_x)\tfrac12mu^2\nonumber\\
&=\partial_t\left(\tfrac12mnu^2\right)+\partial_x\left(\tfrac12mnu^3\right).
\end{align}
Over a full period and between boundaries without electron flux, this integrates to zero. Inertia then stores and returns energy.

The pressure term has a similar limit. Let $p=nT$, with $T$ in energy units and uniform in space and time. Under the same boundary conditions, integration by parts gives
\begin{align}
\int u\,\partial_xp\,dx&=T\int nu\,\partial_x\ln n\,dx
=-T\int\ln n\,\partial_x(nu)\,dx\nonumber\\
&=T\int\ln n\,\partial_tn\,dx
=T\frac{d}{dt}\int(n\ln n-n)\,dx .
\end{align}
This also averages to zero. Net pressure heating in a periodic, source-free gap closed to electrons therefore requires a temperature that varies in space or time. Large instantaneous pressure power alone does not establish net heating.

\section{A radio-frequency discharge}

The example is a $25$ mm gap whose left electrode is driven as $150\sin\omega t$ volts at $13.56$ MHz, with the right electrode grounded. The ions are frozen in a profile rising from $3\times10^8\ {\rm cm^{-3}}$ at the walls to $10^9\ {\rm cm^{-3}}$ at the centre. Electrons and field evolve self-consistently. The model gas is at $20$ mTorr and $300$ K, with collision rate coefficient $k_m=1.5\times10^{-7}\ {\rm cm^3/s}$, so
\begin{equation}
\nu=k_m\frac{p_{\rm gas}}{k_BT_{\rm gas}}=9.66\times10^7\ {\rm s^{-1}} .
\end{equation}
Scattering is isotropic. Above $12$ eV, one collision in ten also removes $12$ eV.

With 128 cells, $h=25/128=0.195$ mm, about half the central Debye length of $0.40$ mm. With 600 steps per cycle, $\Delta t=0.123$ ns. Sixty phase bins hold 10 steps each. After six warm-up cycles, ten are measured, so $N_s=10\times10=100$.

The state is close to steady, but not strictly periodic. During the measurement the mean electron energy falls from $4.56$ to $4.35$ eV, and the number of particles from 12948 to 12872. This loss of stored energy amounts to about $0.08\ {\rm mW/cm^2}$, or $8\%$ of the net power found below.

\subsection{Closure in space and time}

The ledger \eqref{eq:ledger} holds to $1.4\times10^{-15}$ of the largest momentum flux, which is rounding error. The physical comparison is between the moment sum and $J_eE$ from the Poisson field. The root-sum-square of their difference over all interior nodes and phases is $1.4\%$ of that of $J_eE$. Removing the finite-cell term \eqref{eq:gap} lowers this to $0.6\%$, so cell size accounts for most of the mismatch.

The strongest heating occurs at $x=21.3$ mm in the first phase bin. In ${\rm mW/cm^3}$, the inertial, pressure and collisional terms give
\begin{equation}
-0.35+35.20+0.95=35.80,
\end{equation}
against $J_eE=36.12$, a difference of $0.9\%$. The strongest cooling occurs at $x=21.1$ mm, almost half a cycle later:
\begin{equation}
0.71-32.08+0.97=-30.41\quad(\text{rounded terms: }-30.40),
\end{equation}
against $-30.75$. Pressure dominates both events. If pressure falls towards the nearby right electrode, the signs mean that electrons move away from that electrode during heating and towards it during cooling.

Such peaks could hide an error in the smaller terms. In the central third of the gap the closure error is $4.8\%$ of the local $J_eE$ norm. Omitting inertia, pressure or collisions raises it to $103\%$, $120\%$ or $57\%$. All three are needed there. These percentages are not shares of the power, because the terms partly cancel.

The collision record was also tested against the drag law. For a collision probability $q$ per step, isotropic scattering implies $L_g\simeq qK_g$ on average, hence
\begin{equation}
q\simeq\frac{\sum u_gL_g}{\sum u_gK_g},
\end{equation}
with sums over nodes and phases. The prescribed value is $1-e^{-\nu\Delta t}=0.0118$; the recovered value is $0.0120$, higher by $1.4\%$. An excess of about $0.7\%$ is expected: collisions follow the full kick, whereas $K_g$ includes only half of it, and the net power from the field is positive. The sampling scatter is about $1\%$; another random seed gives a value $0.7\%$ below the prescribed one.

\subsection{Cycle-averaged power}

Integrated over the gap and averaged over the cycle, the terms in ${\rm mW/cm^2}$ are
\begin{equation}
\underbrace{-0.020}_{\rm inertial}+\underbrace{0.119}_{\rm pressure}
+\underbrace{0.835}_{\rm collisional}=0.934,
\end{equation}
or $9.34\ {\rm W/m^2}$. The product $J_eE$ gives the same $0.934$. Collisions supply $0.835/0.934=89\%$ of the net power, although pressure dominates the strongest local exchanges. With another random seed, half the time step, or 64 or 256 cells, the net lies between $0.91$ and $0.93\ {\rm mW/cm^2}$ and the collisional share between $89\%$ and $91\%$. The integral of $|J_eE|$ is $8.70\ {\rm mW/cm^2}$, so the net is $11\%$ of the gross exchange.

The inertial net is not resolved, not even in sign. Sampling noise shared by $u_g$ and the terms it multiplies moves power from the inertial to the pressure term, leaving their sum nearly unchanged. With 120 phase bins the inertial net falls to about $-0.1$ and the pressure net rises to about $0.2\ {\rm mW/cm^2}$. Taking $u_g$ and the terms from different cycles gives about $+0.01$ and $0.09$. The net pressure power also deserves caution. Its left and right halves give $0.051$ and $0.068\ {\rm mW/cm^2}$, although a symmetric periodic state would make them equal. Their difference is $14\%$ of the total pressure term. Together with the noise shift, this fixes the term only as about $0.1\ {\rm mW/cm^2}$. In the central third this term is $-0.178$, which leaves $0.119+0.178=0.297\ {\rm mW/cm^2}$ for the outer regions. The pressure term thus takes energy from central electrons and supplies it nearer the sheaths, on average. The data do not identify the cause of this pattern. A transfer between regions is possible even at uniform temperature; only a net over the closed gap requires the temperature to vary.

Averaging before multiplying could also lose power. Interpolation with the same hats in both directions gives, for every kick,
\begin{align}
\sum_ga_gK_g&=\sum_{\rm particles}a(x)\left[v+\tfrac12a(x)\right]\nonumber\\
&=\sum_{\rm particles}\tfrac12\left[(v+a)^2-v^2\right].
\end{align}
The instantaneous nodal work, with wall nodes included, is therefore the kinetic energy gained. This was confirmed to rounding error. Its mean is $0.932\ {\rm mW/cm^2}$, about $0.2\%$ below the phase-averaged result. The small difference combines fluctuations, variation inside bins and the wall nodes omitted from the map.

\subsection{Relation to an etch reactor}

The gap, frequency and pressure are rough values for a parallel-plate reactive-ion etcher. At a higher density and the same temperature the Debye length would be shorter, so finer cells would be needed. The $0.93\ {\rm mW/cm^2}$ is electron power, not generator power, because energy given to ions is absent. Two omitted electron effects, secondary emission and ionization, are not small. Suppose that ions of mass $M=40$ u reach both walls with the wall density and the Bohm speed $\sqrt{T/M}$, where $T=2.9$ eV is the central axial temperature. For a yield of $0.1$ and a mean central potential of $84$ V, secondary electrons that kept all the energy gained from this potential would add about $0.21\ {\rm mW/cm^2}$, or $23\%$ of the electron power. With the model's collision rate, their mean free path at $84$ eV would be about $56$ mm, longer than the gap. Many would then return part of this energy to the field in the opposite sheath, and the addition would be smaller. Real argon scatters such electrons more often, so their path is shorter. The ionization needed to replace ions lost to the walls is only about $9\times10^{-4}$ of the gas collision frequency. At $15.8$ eV per argon ion, however, it would cost about $0.40\ {\rm mW/cm^2}$, which the single $12$ eV loss in the model can represent only roughly. These figures scale with the ion flux, which the supposition underestimates. The Bohm speed applies at the sheath edge, 4 to 6 mm from the wall, where the frozen density is $6$ to $8\times10^8\ {\rm cm^{-3}}$, and that density makes them 2 to 2.6 times larger. The model's own electron loss, 76 particles in ten cycles, is about 13 times smaller than even the supposed flux. Elastic recoil would remove about $0.003\ {\rm mW/cm^2}$. At the Bohm speed these ions would move about $0.2$ mm per cycle, or $3$ mm over the 16 simulated cycles, so a real profile would have to be maintained by ionization. The model instead freezes the ions and creates no electrons, and therefore does not reproduce the balance between ionization and wall losses. A real gas also has an energy-dependent collision rate. At fixed density and drift, a $20\%$ change in $\nu$ changes the collisional power by $20\%$, here $0.17\ {\rm mW/cm^2}$. The power split thus belongs to this model, while the accounting carries over to other collision laws if every momentum change is recorded. The numerical output gives the remaining estimates.

\section*{Numbers as computed}
\begin{verbatim}
gap 25.0 mm; voltage amplitude 150 V; frequency 13.56 MHz
gas pressure 20 mTorr; gas temperature 300 K
collision rate coefficient 1.50e-07 cm^3/s; frequency 9.656e+07 1/s
ion density: peak 1.00e+09, wall 3.00e+08 cm^-3
inelastic threshold 12.0 eV; share above it 0.10
initial temperature 3.0 eV; model ion mass 40 u
cells 128; cell width 0.1953 mm; initial particles 16000
steps per cycle 600; time step 0.1229 ns; phase bins 60
warm-up cycles 6; measured cycles 10
central axial temperature 2.929 eV; Debye length 0.402 mm
Debye length/cell 2.060; plasma frequency*step 0.219
mean electron energy: start 4.562, end 4.354 eV
particles in measurement: start 12948, end 12872
mean central potential 83.66 V
exact kinetic test: relative error 1.68e-06
momentum ledger: relative error 1.36e-15
node work against kinetic gain: relative error 5.88e-15
space-time closure error 1.41 %
closure error after cell correction 0.57 %
closure error in central third 4.76 %
central error without inertial term 102.9 %
central error without pressure term 120.0 %
central error without collisional term 56.7 %
collision probability per step: set 0.01180, recovered 0.01197
strongest heating: x 21.289 mm, phase 0.0083 cycle
  inertial, pressure, collisional: -0.353, 35.195, 0.953 mW/cm^3
  sum 35.795; J E 36.115 mW/cm^3
strongest cooling: x 21.094 mm, phase 0.4750 cycle
  inertial, pressure, collisional: 0.707, -32.079, 0.965 mW/cm^3
  sum -30.408; J E -30.749 mW/cm^3
cycle-averaged power in mW/cm^2: whole, left, right, central third
  inertial: -0.0201, -0.0093, -0.0108, -0.0114
  pressure: 0.1191, 0.0513, 0.0678, -0.1778
  collisional: 0.8348, 0.4168, 0.4181, 0.3441
  sum: 0.9339, 0.4588, 0.4751, 0.1549
  J E: 0.9342, 0.4589, 0.4753, 0.1549
gross absolute J E 8.7027 mW/cm^2
mean instantaneous J E 0.9322 mW/cm^2
ion plasma frequency/drive frequency 0.0775
ion travel per cycle at Bohm speed 0.196 mm
missing ionization/collision frequency 8.86e-04
secondary-electron power at yield 0.1: 0.2138 mW/cm^2
Coulomb/gas collision frequency 8.83e-05
neglected elastic recoil loss 0.00277 mW/cm^2
collisionless skin depth 16.80 cm
\end{verbatim}
